# Stability and voltage amplification of a negative-capacitance ferroelectric stack: a numerical check

```python
"""
Result under test: a ferroelectric with negative differential capacitance C_F
in series with a positive capacitor C_D is stable against uniform changes when
  f'' + 1/eps_b > 0   and   1/C_F + 1/C_D > 0   (|C_F| > C_D if C_F < 0),
and the voltage on the positive capacitor then follows the applied voltage with
  dV_int/dV = C_F/(C_F + C_D).
Symbols: P soft-mode polarization, s plate charge per area, V applied voltage,
f = a P^2/2 + b P^4/4 energy density, eps_b background permittivity,
C_F = (eps_b + 1/f'')/t_F, t_F and t_D thicknesses, g gradient coefficient.
Units: eV, angstrom, elementary charge e; 1 V = 1 eV/e.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import simpson, solve_ivp
from scipy.optimize import brentq

# Vacuum permittivity in e^2/(eV angstrom), checked against 1/(4 pi) in atomic units
eps0 = const.epsilon_0 / const.e * const.angstrom
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
hartree = const.physical_constants["Hartree energy in eV"][0]
assert abs(eps0 * 4 * np.pi * hartree * bohr - 1) < 1e-7

# Round model parameters
a, b, g = -5.0, 32000.0, 80.0
kappa_b, kappa_d = 10.0, 4.0
t_d, t_f = 10.0, 50.0
bias = 0.1
eps_b = kappa_b * eps0
c_d = kappa_d * eps0 / t_d

# Total energy per area; its derivatives are generated symbolically
P, s, V, A, T, K = sp.symbols("P s V A T K", real=True)
film = T * (A * P**2 / 2 + b * P**4 / 4 + (s - P)**2 / (2 * eps_b))
energy = film + K * s**2 / 2 - V * s
args = (P, s, V, A, T, K)      # K is the inverse capacitance of the dielectric
film_fn = sp.lambdify(args, film, "numpy")
energy_fn = sp.lambdify(args, energy, "numpy")
grad_fn = sp.lambdify(args, [sp.diff(energy, q) for q in (P, s)], "numpy")
hess_fn = sp.lambdify(
    args, [[sp.diff(energy, q, r) for r in (P, s)] for q in (P, s)], "numpy")


def gradient(x, volt, thick):
    return np.array(grad_fn(x[0], x[1], volt, a, thick, 1 / c_d), dtype=float)


def hessian(x, thick, coef=a, inv_c=1 / c_d):
    return np.array(hess_fn(x[0], x[1], 0.0, coef, thick, inv_c), dtype=float)


def lowest(matrix):
    return np.linalg.eigvalsh(matrix)[0]


def relax(volt, thick, start=(0.0, 0.0)):
    """Overdamped descent on the energy surface, then Newton polishing."""
    run = solve_ivp(lambda t, x: -gradient(x, volt, thick), (0, 10), start,
                    method="BDF", jac=lambda t, x: -hessian(x, thick),
                    rtol=1e-6, atol=1e-10)
    assert run.success
    x = run.y[:, -1]
    for _ in range(6):
        x = x - np.linalg.solve(hessian(x, thick), gradient(x, volt, thick))
    assert lowest(hessian(x, thick)) > 0
    return x


def inverse_cf(pol, thick):
    curvature = a + 3 * b * pol**2
    return thick * curvature / (1 + eps_b * curvature)


def gain_formula(pol, thick):
    return 1 / (1 + c_d * inverse_cf(pol, thick))


def gain_numeric(volt, thick, step=1e-4):
    up, down = relax(volt + step, thick), relax(volt - step, thick)
    return (up[1] - down[1]) / (2 * step * c_d)


# Film capacitance: slope of the charge-voltage curve of the film alone
def film_curve(pol):
    field = a * pol + b * pol**3
    return pol + eps_b * field, t_f * field


for pol in (0.0, 0.003, 0.010):
    q1, v1 = film_curve(pol + 1e-6)
    q0, v0 = film_curve(pol - 1e-6)
    assert abs((v1 - v0) / (q1 - q0) / inverse_cf(pol, t_f) - 1) < 1e-5
c_f = 1 / inverse_cf(0.0, t_f)
assert c_f < 0 and abs(c_f) > c_d

# Critical thickness from the Hessian eigenvalue and from the formula
t_crit = (1 / abs(a) - eps_b) / c_d
t_crit_num = brentq(lambda t: lowest(hessian((0, 0), t)), 1.0, 1000.0, xtol=1e-10)
assert abs(t_crit_num / t_crit - 1) < 1e-8

# The film alone at fixed voltage is unstable; the stack is convex at every P
film_alone = lowest(hessian((0, 0), t_f, inv_c=0.0))
assert film_alone < 0
assert all(lowest(hessian((p, 0), t_f)) > 0 for p in np.linspace(-0.02, 0.02, 201))

# One state below the critical thickness, two above it
p_r = np.sqrt(abs(a) / b)
pairs = {}
for ratio in (0.95, 1.05):
    pairs[ratio] = [relax(0.0, ratio * t_crit, (sg * p_r, sg * p_r))[0]
                    for sg in (1, -1)]
assert abs(pairs[0.95][0] - pairs[0.95][1]) < 1e-10
assert pairs[1.05][0] > 1e-3 and pairs[1.05][1] < -1e-3

# A positive film capacitance can hide an unstable soft mode
a_trap = -20.0
c_trap = (eps_b + 1 / a_trap) / t_f
trap_eig = lowest(hessian((0, 0), t_f, coef=a_trap))
assert c_trap > 0 and 1 / c_trap + 1 / c_d > 0 and trap_eig < 0

# Gain at zero bias for several thicknesses
gains = []
for thick in (20.0, 40.0, t_f, 60.0):
    numeric, formula = gain_numeric(0.0, thick), 1 / (1 - thick / t_crit)
    assert abs(numeric / formula - 1) < 1e-4
    gains.append((thick, numeric, formula))
gain0 = gains[2][1]

# State and gain at finite bias
state = relax(bias, t_f)
v_int = state[1] / c_d
gain_bias = gain_numeric(bias, t_f)
assert abs(gain_bias / gain_formula(state[0], t_f) - 1) < 1e-4
assert 1 < gain_bias < v_int / bias < gain0

# Bias at which the differential gain has fallen to one
p_one = np.sqrt(abs(a) / (3 * b))
s_one, vf_one = film_curve(p_one)
v_one = vf_one + s_one / c_d
gain_one = gain_numeric(v_one, t_f)
assert abs(gain_one - 1) < 1e-4
assert gain_numeric(0.9 * v_one, t_f) > 1 > gain_numeric(1.1 * v_one, t_f)

# Source work along a quasistatic ramp against the stored energy
ramp = np.linspace(0, bias, 21)
charge = np.array([relax(v, t_f)[1] for v in ramp])
work = bias * charge[-1] - simpson(charge, x=ramp)
e_film = film_fn(state[0], state[1], 0.0, a, t_f, 1 / c_d)
e_diel = state[1]**2 / (2 * c_d)
stored = energy_fn(state[0], state[1], 0.0, a, t_f, 1 / c_d)
assert abs(work / stored - 1) < 1e-5
assert e_film < 0 and e_diel > work > 0


# Lateral modulation with a floating metal interlayer and free lateral edges
def lateral_lowest(width, cells=40):
    eye = np.eye(cells)
    lap = 2 * eye - np.eye(cells, k=1) - np.eye(cells, k=-1)
    lap[0, 0] = lap[-1, -1] = 1
    stiff = a * eye + g * lap * (cells / width)**2 + eye / eps_b
    h = t_f / cells * np.block([[stiff, -eye / eps_b], [-eye / eps_b, eye / eps_b]])
    h[cells:, cells:] += 1 / (c_d * cells**2)   # only the mean charge is felt
    return lowest(h)


l_crit = np.pi * np.sqrt(g / abs(a))
l_num = brentq(lateral_lowest, 0.5 * l_crit, 2 * l_crit)
# The finite lateral grid shifts the threshold by a few parts in ten thousand
assert abs(l_num / l_crit - 1) < 1e-3

print(f"Landau coefficient a = {a:.1f} eV A/e^2")
print(f"Landau coefficient b = {b:.0f} eV A^5/e^4")
print(f"gradient coefficient g = {g:.1f} eV A^3/e^2")
print(f"vacuum permittivity = {eps0:.7f} e^2/(eV A)")
print(f"background constant = {kappa_b:.1f}, dielectric constant = {kappa_d:.1f}")
print(f"background permittivity eps_b = {eps_b:.6f} e^2/(eV A)")
print(f"1/|a| = {1 / abs(a):.4f} e^2/(eV A)")
print(f"dielectric thickness = {t_d:.1f} A, film thickness = {t_f:.1f} A")
print(f"zero-field polarization of film = {p_r:.5f} e/A^2")
print(f"C_D = {c_d:.7f} e^2/(eV A^2)")
print(f"C_F at P=0 = {c_f:.7f} e^2/(eV A^2)")
print(f"|C_F|/C_D = {abs(c_f) / c_d:.4f}")
print(f"stack capacitance at V=0 = {gain0 * c_d:.7f} e^2/(eV A^2)")
print(f"critical thickness, formula = {t_crit:.4f} A = {t_crit / bohr:.3f} bohr")
print(f"critical thickness, Hessian = {t_crit_num:.4f} A")
print(f"lowest Hessian eigenvalue, film alone = {film_alone:.3f} eV A^2/e^2")
print(f"lowest Hessian eigenvalue, stack = {lowest(hessian((0, 0), t_f)):.3f} eV A^2/e^2")
for ratio, (plus, minus) in pairs.items():
    print(f"t_F/t_c = {ratio:.2f}: P from opposite starts = "
          f"{plus + 0.0:.6f}, {minus + 0.0:.6f} e/A^2")
print(f"misleading case: a = {a_trap:.1f} eV A/e^2, -1/eps_b = {-1 / eps_b:.3f} eV A/e^2")
print(f"misleading case: C_F = {c_trap:.7f} e^2/(eV A^2)")
print(f"misleading case: lowest eigenvalue = {trap_eig:.2f} eV A^2/e^2")
for thick, numeric, formula in gains:
    print(f"gain at V=0, t_F = {thick:.0f} A: numeric {numeric:.5f}, formula {formula:.5f}")
print(f"applied voltage = {bias:.3f} V")
print(f"internal voltage = {v_int:.5f} V, film voltage = {bias - v_int:.5f} V")
print(f"polarization = {state[0]:.7f} e/A^2, plate charge = {state[1]:.7f} e/A^2")
print(f"dielectric field = {v_int / t_d:.5f} V/A")
print(f"ratio V_int/V = {v_int / bias:.4f}")
print(f"differential gain at this bias: numeric {gain_bias:.5f}, "
      f"formula {gain_formula(state[0], t_f):.5f}")
print(f"source work = {work:.6e} eV/A^2, total stored = {stored:.6e} eV/A^2")
print(f"dielectric energy = {e_diel:.6e} eV/A^2")
print(f"ferroelectric energy change = {e_film:.6e} eV/A^2")
print(f"unit gain: P = {p_one:.6f} e/A^2, V = {v_one:.4f} V, V_int = {s_one / c_d:.4f} V")
print(f"unit gain: numeric gain = {gain_one:.6f}, dielectric field = {s_one / c_d / t_d:.4f} V/A")
print(f"domain limit on width: formula {l_crit:.4f} A, lateral Hessian {l_num:.4f} A")
print("all good")
```

Printed output:

```
Landau coefficient a = -5.0 eV A/e^2
Landau coefficient b = 32000 eV A^5/e^4
gradient coefficient g = 80.0 eV A^3/e^2
vacuum permittivity = 0.0055263 e^2/(eV A)
background constant = 10.0, dielectric constant = 4.0
background permittivity eps_b = 0.055263 e^2/(eV A)
1/|a| = 0.2000 e^2/(eV A)
dielectric thickness = 10.0 A, film thickness = 50.0 A
zero-field polarization of film = 0.01250 e/A^2
C_D = 0.0022105 e^2/(eV A^2)
C_F at P=0 = -0.0028947 e^2/(eV A^2)
|C_F|/C_D = 1.3095
stack capacitance at V=0 = 0.0093525 e^2/(eV A^2)
critical thickness, formula = 65.4756 A = 123.731 bohr
critical thickness, Hessian = 65.4756 A
lowest Hessian eigenvalue, film alone = -133.594 eV A^2/e^2
lowest Hessian eigenvalue, stack = 35.421 eV A^2/e^2
t_F/t_c = 0.95: P from opposite starts = 0.000000, -0.000000 e/A^2
t_F/t_c = 1.05: P from opposite starts = 0.002336, -0.002336 e/A^2
misleading case: a = -20.0 eV A/e^2, -1/eps_b = -18.095 eV A/e^2
misleading case: C_F = 0.0001053 e^2/(eV A^2)
misleading case: lowest eigenvalue = -529.20 eV A^2/e^2
gain at V=0, t_F = 20 A: numeric 1.43980, formula 1.43980
gain at V=0, t_F = 40 A: numeric 2.57013, formula 2.57013
gain at V=0, t_F = 50 A: numeric 4.23088, formula 4.23088
gain at V=0, t_F = 60 A: numeric 11.95761, formula 11.95762
applied voltage = 0.100 V
internal voltage = 0.40551 V, film voltage = -0.30551 V
polarization = 0.0012341 e/A^2, plate charge = 0.0008964 e/A^2
dielectric field = 0.04055 V/A
ratio V_int/V = 4.0551
differential gain at this bias: numeric 3.74713, formula 3.74713
source work = 4.389194e-05 eV/A^2, total stored = 4.389194e-05 eV/A^2
dielectric energy = 1.817475e-04 eV/A^2
ferroelectric energy change = -1.378556e-04 eV/A^2
unit gain: P = 0.007217 e/A^2, V = 1.4605 V, V_int = 2.6634 V
unit gain: numeric gain = 1.000000, dielectric field = 0.2663 V/A
domain limit on width: formula 12.5664 A, lateral Hessian 12.5631 A
all good
```
